# Does Film Stress from Wafer Curvature Need the Film's Modulus?: verification in Python

```python
"""
Result under test (Stoney): the mean stress of a thin film on a free substrate is
    sigma = M_s * h_s**2 * kappa / (6 * h_f),   M_s = E_s / (1 - nu_s),
without any elastic modulus of the film.
h_s, h_f : substrate and film thickness;  kappa : curvature change due to the film
(positive when the film is on the concave side);  E, nu : Young modulus, Poisson ratio.
M_f = E_f / (1 - nu_f) is the film's biaxial modulus, h = h_f/h_s, m = M_f/M_s.
'Mean' stress: film on the bent wafer. 'Flat' stress: same film, wafer held flat
and unstrained. The independent road is a numerical minimization of the elastic energy
with full three-dimensional Hooke's law and free thickness strain.
"""
import numpy as np
import sympy as sp
from scipy.constants import g as gravity


def stoney(biaxial_modulus, h_sub, h_film, curvature):
    return biaxial_modulus * h_sub**2 * curvature / (6 * h_film)


def normal_stiffness(E, nu):
    lam = E * nu / ((1 + nu) * (1 - 2 * nu))
    mu = E / (2 * (1 + nu))
    return lam * np.ones((3, 3)) + 2 * mu * np.eye(3)


def relax_bilayer(h, E_film, nu_film, nu_sub, misfit):
    """Minimize the energy; lengths in units of h_s, stresses in units of E_s.
    misfit(s): in-plane elastic strain of the film on a flat substrate, s = 0..1."""
    points, weights = np.polynomial.legendre.leggauss(6)
    s = (points + 1) / 2
    z = np.concatenate([points / 2, 0.5 + h * s])
    w = np.concatenate([weights / 2, h * weights / 2])
    n = len(z)
    hessian, load = np.zeros((4 + n, 4 + n)), np.zeros(4 + n)
    records = []
    for i in range(n):
        in_film = i >= 6
        C = normal_stiffness(E_film, nu_film) if in_film else normal_stiffness(1.0, nu_sub)
        offset = misfit(s[i - 6]) if in_film else 0.0
        initial = np.array([offset, offset, 0.0])
        B = np.zeros((3, 4 + n))      # unknowns: two mid-plane strains, two curvatures,
        B[0, 0] = B[1, 1] = 1.0       # and a free thickness strain at every point
        B[0, 2] = B[1, 3] = -z[i]
        B[2, 4 + i] = 1.0
        hessian += w[i] * B.T @ C @ B
        load += w[i] * B.T @ C @ initial
        records.append((C, B, initial))
    x = np.linalg.solve(hessian, -load)
    stress = np.array([(C @ (B @ x + e0))[0] for C, B, e0 in records])
    film = slice(6, n)
    return {"kx": x[2], "ky": x[3], "film_stress": stress[film],
            "mean": np.sum(w[film] * stress[film]) / h,
            "moment": np.sum(w[film] * stress[film] * z[film])}


def mean_factor(h, m):
    return (1 + m * h**3) / (1 + h)


def flat_factor(h, m):
    return (1 + 4*m*h + 6*m*h**2 + 4*m*h**3 + m**2 * h**4) / (1 + h)


# --- Finite-thickness formulas against energy minimization, thin and thick films
for h in (1e-3, 0.05, 0.4):
    for E_film, nu_film, nu_sub in ((0.3, 0.40, 0.20), (1.0, 0.30, 0.30), (3.0, 0.15, 0.28)):
        M_sub, M_film = 1 / (1 - nu_sub), E_film / (1 - nu_film)
        sol = relax_bilayer(h, E_film, nu_film, nu_sub, lambda s: 1e-3)
        st = stoney(M_sub, 1.0, h, sol["kx"])
        m = M_film / M_sub
        assert abs(sol["kx"] / sol["ky"] - 1) < 1e-8
        assert abs(sol["mean"] / (st * mean_factor(h, m)) - 1) < 1e-8
        assert abs(M_film * 1e-3 / (st * flat_factor(h, m)) - 1) < 1e-8

# --- Leading errors of Stoney: h for the mean stress, -(4m-1)h for the flat stress
h = 1e-4
for E_film in (0.3, 2.0):
    sol = relax_bilayer(h, E_film, 0.3, 0.3, lambda s: 1e-3)
    st = stoney(1 / 0.7, 1.0, h, sol["kx"])
    assert abs((st / sol["mean"] - 1) / h - 1) < 0.01
    assert abs((st / (E_film / 0.7 * 1e-3) - 1) / h + (4 * E_film - 1)) < 0.02

# --- Graded film: moment balance and bounds that contain no film modulus
h = 0.02
for E_film in (0.4, 2.5):
    sol = relax_bilayer(h, E_film, 0.35, 0.25, lambda s: 1e-3 * (1 + s**2))
    M_sub = 1 / 0.75
    st = stoney(M_sub, 1.0, h, sol["kx"])
    assert sol["film_stress"].min() > 0
    assert abs(M_sub * sol["kx"] / 12 / sol["moment"] - 1) < 1e-8
    assert st / (1 + 2 * h) < sol["mean"] < st

# --- Equal stress gives equal curvature; equal misfit strain does not
h = 1e-4
soft_strain = relax_bilayer(h, 0.5, 0.3, 0.3, lambda s: 1e-3)["kx"]
stiff_strain = relax_bilayer(h, 1.5, 0.3, 0.3, lambda s: 1e-3)["kx"]
stiff_stress = relax_bilayer(h, 1.5, 0.3, 0.3, lambda s: 1e-3 / 3)["kx"]
assert abs(stiff_strain / soft_strain - 3) < 0.01
assert abs(stiff_stress / soft_strain - 1) < 1e-3

# --- Large deflection: spherical cap with membrane stretching, exact in its trial space
r, R, t, E, nu, k, a, b, f = sp.symbols("r R t E nu k a b f", positive=True)
strain_r = a + 3 * b * r**2 + k**2 * r**2 / 2
strain_t = a + b * r**2
density = (E * t / (2 * (1 - nu**2)) * (strain_r**2 + strain_t**2 + 2 * nu * strain_r * strain_t)
           + E * t**3 * k**2 / (12 * (1 - nu)) + f * (strain_r + strain_t - k * t))
energy = sp.integrate(sp.expand(density * 2 * sp.pi * r), (r, 0, R))
inplane = sp.solve([sp.diff(energy, a), sp.diff(energy, b)], [a, b], dict=True)[0]
balance = sp.expand(sp.diff(energy, k).subs(inplane))
force = sp.solve(balance, f)[0]
cap_force = E * t**2 * k / (6 * (1 - nu)) * (1 + (1 - nu) * (R**2 * k / (4 * t))**2)
assert sp.simplify(force - cap_force) == 0

# --- Gravity sag of an edge-supported disc: plate equation and edge conditions
q, D = sp.symbols("q D", positive=True)
sag = q * (R**2 - r**2) * ((5 + nu) / (1 + nu) * R**2 - r**2) / (64 * D)
laplace = lambda u: sp.diff(r * sp.diff(u, r), r) / r
assert sp.simplify(laplace(laplace(sag)) - q / D) == 0
assert sp.simplify((sp.diff(sag, r, 2) + nu * sp.diff(sag, r) / r).subs(r, R)) == 0
assert sag.subs(r, R) == 0

# --- Example inputs, SI units: titanium film on a silicon (001) wafer
E_si, nu_si, G_si = 130e9, 0.28, 80e9      # rough, for the in-plane cube axes
E_ti, nu_ti = 116e9, 0.32                  # rough
density_si, expansion_gap = 2330.0, 6e-6   # rough
h_sub, h_film, radius = 525e-6, 200e-9, 0.050
k_before, k_after = 0.0020, 0.0093
drift = 5.0

M_si, M_ti = E_si / (1 - nu_si), E_ti / (1 - nu_ti)
dk = k_after - k_before
ratio, m_ti = h_film / h_sub, M_ti / M_si
sigma = stoney(M_si, h_sub, h_film, dk)
sigma_mean = sigma * mean_factor(ratio, m_ti)
sigma_flat = sigma * flat_factor(ratio, m_ti)

# Forward check: this flat stress must reproduce the measured curvature change
forward = relax_bilayer(ratio, E_ti / E_si, nu_ti, nu_si, lambda s: sigma_flat / M_ti)
assert abs(forward["kx"] / h_sub / dk - 1) < 1e-7

# Inversion by energy minimization for several assumed film moduli
table = []
for E_guess in (80e9, E_ti, 140e9):
    M_guess = E_guess / (1 - nu_ti)
    unit = relax_bilayer(ratio, E_guess / E_si, nu_ti, nu_si, lambda s: 1e-3)
    scale = dk * h_sub / unit["kx"]
    mean = scale * unit["mean"] * E_si
    table.append((E_guess, mean, scale * 1e-3 * M_guess, mean / M_guess))
means = [row[1] for row in table]
assert max(means) / min(means) - 1 < 1e-7
assert abs(table[0][3] / table[2][3] - 140 / 80) < 1e-5

# Silicon (001): rotate the compliance tensor by 45 degrees about the wafer normal
s11, s12, s44 = 1 / E_si, -nu_si / E_si, 1 / G_si
d = np.eye(3)
S = (s12 * np.einsum("ij,kl->ijkl", d, d)
     + s44 / 4 * (np.einsum("ik,jl->ijkl", d, d) + np.einsum("il,jk->ijkl", d, d))
     + (s11 - s12 - s44 / 2) * np.einsum("in,jn,kn,ln->ijkl", d, d, d, d))
assert abs(S[0, 0, 0, 0] / s11 - 1) < 1e-12
c = np.sqrt(0.5)
Q = np.array([[c, c, 0], [-c, c, 0], [0, 0, 1]])
S_rot = np.einsum("ia,jb,kc,ld,abcd->ijkl", Q, Q, Q, Q, S)
E_diag = 1 / S_rot[0, 0, 0, 0]
nu_diag = -S_rot[0, 0, 1, 1] * E_diag
assert abs(E_diag / (1 - nu_diag) / M_si - 1) < 1e-10
sigma_mixed = stoney(E_diag / (1 - nu_si), h_sub, h_film, dk)

# Yielding film: misfit grows to three times the yield strain while the wafer is free
yield_stress = 300e6
misfit_strain = 3 * yield_stress / M_ti
gp, gw = np.polynomial.legendre.leggauss(6)
z_film = h_sub / 2 + h_film * (gp + 1) / 2
mid_strain = curvature = 0.0
for _ in range(50):
    film_stress = np.clip(M_ti * (misfit_strain + mid_strain - curvature * z_film),
                          -yield_stress, yield_stress)
    mid_strain = -np.sum(gw * film_stress) * h_film / 2 / (M_si * h_sub)
    curvature = 12 * np.sum(gw * film_stress * z_film) * h_film / 2 / (M_si * h_sub**3)
stoney_yield = stoney(M_si, h_sub, h_film, curvature)
true_yield = np.sum(gw * film_stress) / 2
assert abs(stoney_yield / true_yield - 1) < 2 * ratio
assert M_ti * misfit_strain / true_yield > 2.9

# Sizes of neglected effects and input errors
K = radius**2 * dk / (4 * h_sub)
bow = dk * radius**2 / 2
values = {q: density_si * gravity * h_sub, D: E_si * h_sub**3 / (12 * (1 - nu_si**2)),
          R: radius, nu: nu_si, r: 0}
gravity_sag = float(sag.subs(values))
thermal = M_ti * expansion_gap * drift
sub_error = stoney(M_si, h_sub + 5e-6, h_film, dk) / sigma - 1
film_error = stoney(M_si, h_sub, h_film + 10e-9, dk) / sigma - 1

MPa = 1e6
print(f"Si Young modulus, cube axis (rough): {E_si/1e9:.0f} GPa")
print(f"Si Poisson ratio, cube axis (rough): {nu_si:.2f}")
print(f"Si shear modulus, cube axes (rough): {G_si/1e9:.0f} GPa")
print(f"Si biaxial modulus M_s: {M_si/1e9:.1f} GPa")
print(f"Ti Young modulus (rough): {E_ti/1e9:.0f} GPa")
print(f"Ti Poisson ratio (rough): {nu_ti:.2f}")
print(f"Ti biaxial modulus M_f: {M_ti/1e9:.1f} GPa")
print(f"modulus ratio m: {m_ti:.3f}")
print(f"wafer thickness: {h_sub*1e6:.0f} um")
print(f"film thickness: {h_film*1e9:.0f} nm")
print(f"wafer diameter: {2*radius*1e3:.0f} mm")
print(f"thickness ratio h: {ratio:.3e}")
print(f"curvature before: {k_before:.4f} 1/m")
print(f"curvature after: {k_after:.4f} 1/m")
print(f"curvature change: {dk:.4f} 1/m")
print(f"radius for the curvature change: {1/dk:.1f} m")
print(f"centre-to-edge bow change: {bow*1e6:.2f} um")
print(f"film force per width: {sigma*h_film:.2f} N/m")
print(f"Stoney stress: {sigma/MPa:.2f} MPa")
print(f"mean stress on bent wafer: {sigma_mean/MPa:.2f} MPa")
print(f"stress if wafer held flat: {sigma_flat/MPa:.2f} MPa")
print(f"flat-stress correction to Stoney: {100*(sigma_flat/sigma-1):.3f} %")
for E_guess, mean, flat, strain in table:
    print(f"assumed Ti modulus {E_guess/1e9:.0f} GPa: mean {mean/MPa:.2f} MPa, "
          f"flat {flat/MPa:.2f} MPa, strain {100*strain:.3f} %")
print(f"wrong: film modulus in Stoney: {stoney(M_ti, h_sub, h_film, dk)/MPa:.1f} MPa")
print(f"wrong: initial curvature ignored: {stoney(M_si, h_sub, h_film, k_after)/MPa:.1f} MPa")
print(f"wrong: Poisson ratio left out: {stoney(E_si, h_sub, h_film, dk)/MPa:.1f} MPa")
print(f"Si Young modulus, face diagonal: {E_diag/1e9:.1f} GPa")
print(f"Si Poisson ratio, face diagonal: {nu_diag:.3f}")
print(f"Si biaxial modulus, face diagonal: {E_diag/(1-nu_diag)/1e9:.1f} GPa")
print(f"wrong: diagonal E with cube-axis nu: {sigma_mixed/MPa:.1f} MPa")
print(f"yielding film, true stress: {true_yield/MPa:.2f} MPa")
print(f"yielding film, Stoney stress: {stoney_yield/MPa:.2f} MPa")
print(f"yielding film, misfit strain: {100*misfit_strain:.3f} %")
print(f"yielding film, M_f times misfit: {M_ti*misfit_strain/MPa:.1f} MPa")
print(f"large-deflection parameter K: {K:.5f}")
print(f"large-deflection correction: {100*(1-nu_si)*K**2:.4f} %")
print(f"Si density (rough): {density_si:.0f} kg/m3")
print(f"gravity sag, edge support: {gravity_sag*1e6:.2f} um")
print(f"gravity sag / bow change: {100*gravity_sag/bow:.0f} %")
print(f"thermal expansion gap (rough): {expansion_gap*1e6:.0f} ppm/K")
print(f"temperature drift between readings: {drift:.0f} K")
print(f"stress change from that drift: {thermal/MPa:.1f} MPa")
print(f"stress error, wafer thickness +5 um: {100*sub_error:.2f} %")
print(f"stress error, film thickness +10 nm: {100*film_error:.2f} %")
print("OK")
```

It prints:

```
Si Young modulus, cube axis (rough): 130 GPa
Si Poisson ratio, cube axis (rough): 0.28
Si shear modulus, cube axes (rough): 80 GPa
Si biaxial modulus M_s: 180.6 GPa
Ti Young modulus (rough): 116 GPa
Ti Poisson ratio (rough): 0.32
Ti biaxial modulus M_f: 170.6 GPa
modulus ratio m: 0.945
wafer thickness: 525 um
film thickness: 200 nm
wafer diameter: 100 mm
thickness ratio h: 3.810e-04
curvature before: 0.0020 1/m
curvature after: 0.0093 1/m
curvature change: 0.0073 1/m
radius for the curvature change: 137.0 m
centre-to-edge bow change: 9.13 um
film force per width: 60.55 N/m
Stoney stress: 302.74 MPa
mean stress on bent wafer: 302.63 MPa
stress if wafer held flat: 303.06 MPa
flat-stress correction to Stoney: 0.106 %
assumed Ti modulus 80 GPa: mean 302.63 MPa, flat 302.93 MPa, strain 0.257 %
assumed Ti modulus 116 GPa: mean 302.63 MPa, flat 303.06 MPa, strain 0.177 %
assumed Ti modulus 140 GPa: mean 302.63 MPa, flat 303.15 MPa, strain 0.147 %
wrong: film modulus in Stoney: 286.0 MPa
wrong: initial curvature ignored: 385.7 MPa
wrong: Poisson ratio left out: 218.0 MPa
Si Young modulus, face diagonal: 169.7 GPa
Si Poisson ratio, face diagonal: 0.060
Si biaxial modulus, face diagonal: 180.6 GPa
wrong: diagonal E with cube-axis nu: 395.1 MPa
yielding film, true stress: 300.00 MPa
yielding film, Stoney stress: 300.11 MPa
yielding film, misfit strain: 0.528 %
yielding film, M_f times misfit: 900.0 MPa
large-deflection parameter K: 0.00869
large-deflection correction: 0.0054 %
Si density (rough): 2330 kg/m3
gravity sag, edge support: 2.84 um
gravity sag / bow change: 31 %
thermal expansion gap (rough): 6 ppm/K
temperature drift between readings: 5 K
stress change from that drift: 5.1 MPa
stress error, wafer thickness +5 um: 1.91 %
stress error, film thickness +10 nm: -4.76 %
OK
```
